\section*{Why the Kagome Flat Band Must Touch a Dispersive Band}

\section{The question}

Electrons hopping between nearest neighbours on the kagome lattice have three bands, one of which is flat. Why can the flat band not be separated from the other two by a gap, and what would have to change for a gap to open?

Let the lattice vectors $\mathbf a_1,\mathbf a_2$ have length $a$ and enclose $60^\circ$. Each cell $\mathbf R$ has one orbital on each of the sites $A,B,C$, at $\mathbf R$, $\mathbf R+\mathbf a_1/2$ and $\mathbf R+\mathbf a_2/2$. Electron interactions and spin are left out. For a state with amplitudes $\psi_i$,
\begin{equation}
\langle\psi|H|\psi\rangle=-t\sum_{\langle ij\rangle}\left(\psi_i^*\psi_j+\psi_j^*\psi_i\right),\qquad t>0,
\end{equation}
where each nearest-neighbour bond is counted once. The lattice is closed into a torus of $L_1\times L_2$ cells with $L_1,L_2\ge 3$. It has $N=L_1L_2$ cells, $3N$ sites and $N$ allowed wavevectors, so one band holds $N$ states. Energies are given in units of $t$ and lengths in units of $a$.

\section{The mechanism: localized states and loops}

\subsection{A condition on every triangle}

The kagome lattice consists of corner-sharing triangles, $N$ pointing up and $N$ pointing down. Each site belongs to one triangle of each kind, and each bond to one triangle. Let $S_T=\sum_{i\in T}\psi_i$ be the sum of the amplitudes on triangle $T$. In $\sum_T|S_T|^2$ each site term appears twice and each bond term once:
\begin{equation}
\sum_T|S_T|^2=2\sum_i|\psi_i|^2+\sum_{\langle ij\rangle}\left(\psi_i^*\psi_j+\psi_j^*\psi_i\right).
\end{equation}
Solving for the bond sum and multiplying by $-t$ gives
\begin{equation}
\langle\psi|H|\psi\rangle=2t\,\langle\psi|\psi\rangle-t\sum_T|S_T|^2 .
\label{eq:square}
\end{equation}
No energy can exceed $2t$, and a state has energy $2t$ if and only if $S_T=0$ on every triangle. The question is now how many independent states satisfy these conditions.

\subsection{Hexagon states}

Put amplitudes $+1,-1,+1,-1,+1,-1$ around one hexagon and zero elsewhere. A triangle that touches the hexagon contains two neighbouring corners of it, whose amplitudes cancel. All conditions hold, so this localized state is an eigenstate at $2t$. Physically, the two paths by which the electron could hop to a site outside the ring interfere destructively.

There are $N$ hexagons, which seems to be just enough to fill one band. But opposite corners of a hexagon are three steps apart, so their signs differ, and they belong to the same sublattice. Each hexagon state therefore has zero total amplitude on each sublattice. When all $N$ hexagon states, with the same sign pattern, are added, each site receives one $+1$ and one $-1$, and the sum vanishes. At most $N-1$ hexagon states are independent; the Bloch sums below show that the number is $N-1$.

\subsection{Loop states}

Now follow a straight row of sites along $\mathbf a_1$ around the torus, with alternating amplitudes $+1$ on $A$ and $-1$ on $B$. The row has $2L_1$ sites, an even number, so the signs match when it closes. Every triangle touching the row contains two consecutive sites of it, and again $S_T=0$. A row along $\mathbf a_2$, through $A$ and $C$, works in the same way. The total amplitudes on $(A,B,C)$ are
\begin{equation}
(L_1,-L_1,0)\quad\text{and}\quad(L_2,0,-L_2).
\label{eq:totals}
\end{equation}
These vectors are linearly independent, whereas every combination of hexagon states has totals $(0,0,0)$. Hence neither loop, nor any nonzero combination of the two, can be built from hexagons. The number of independent states found so far is
\begin{equation}
(N-1)+2=N+1 .
\label{eq:count}
\end{equation}

\subsection{Nothing is missing}

The $2N$ conditions $S_T=0$ are not all independent. Suppose that $\sum_T c_TS_T$ vanishes for every choice of amplitudes. The coefficient of each $\psi_i$ must vanish, so the two triangles meeting at site $i$ have opposite $c_T$. Since the lattice is connected, $c_T=c$ on all up triangles and $-c$ on all down triangles. This is a single dependence: both kinds of triangle add up to the same total amplitude. There are thus $2N-1$ independent conditions on $3N$ amplitudes, leaving
\begin{equation}
3N-(2N-1)=N+1
\end{equation}
solutions, in agreement with Eq.~\eqref{eq:count}.

This also explains why further loops add nothing. The sublattice totals of any solution sum to zero, so they lie in the plane spanned by Eq.~\eqref{eq:totals}. Solutions with all totals zero form a space of dimension $(N+1)-2=N-1$, which the hexagon states fill. Two parallel loops have the same totals, so their difference is a combination of hexagons. A loop in the third direction has totals in the same plane and is a combination of the first two loops and hexagons.

A flat band accounts for $N$ of the $N+1$ states. The remaining one must belong to another band, which therefore reaches $2t$ at some allowed wavevector.

\section{The formulas: where and how the bands meet}

\subsection{The Bloch sum that vanishes}

Write $\theta_j=\mathbf k\cdot\mathbf a_j$, $z_j=e^{i\theta_j}$ and $\psi_s(\mathbf R)=u_s e^{i\mathbf k\cdot\mathbf R}$ for sublattice $s$. An up triangle contains $A,B,C$ of one cell. A down triangle contains $A(\mathbf R)$, $B(\mathbf R-\mathbf a_1)$ and $C(\mathbf R-\mathbf a_2)$. The conditions become
\begin{align}
u_A+u_B+u_C&=0,\\
u_A+z_1^*u_B+z_2^*u_C&=0 .
\end{align}
A solution is the cross product of the two coefficient rows,
\begin{equation}
u(\mathbf k)=\left(z_2^*-z_1^*,\;1-z_2^*,\;z_1^*-1\right).
\label{eq:u}
\end{equation}
This is the Bloch sum $\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}h_{\mathbf R}$ of hexagon states, where $h_{\mathbf R}$ is $+1$ on $A(\mathbf R+\mathbf a_2)$, $B(\mathbf R)$, $C(\mathbf R+\mathbf a_1)$ and $-1$ on $A(\mathbf R+\mathbf a_1)$, $B(\mathbf R+\mathbf a_2)$, $C(\mathbf R)$. A displacement of a site by $\mathbf a_j$ from $\mathbf R$ produces the factor $z_j^*$. With $|z_1-z_2|^2=2-2\cos(\theta_1-\theta_2)$ and $|1-z_j|^2=2-2\cos\theta_j$,
\begin{equation}
|u|^2=6-2\left[\cos\theta_1+\cos\theta_2+\cos(\theta_1-\theta_2)\right].
\label{eq:norm}
\end{equation}
It vanishes only if $z_1=z_2=1$, which is $\mathbf k=0$ up to a reciprocal lattice vector. Bloch sums with different $\mathbf k$ are orthogonal, so $N-1$ of them are independent and one is zero. At $\mathbf k=0$ the two triangle conditions coincide, and three amplitudes with one condition leave two solutions. The loops supply them: their totals in Eq.~\eqref{eq:totals} are proportional to $(1,-1,0)$ and $(1,0,-1)$.

\subsection{The dispersive bands}

Let $M$ be the $2\times3$ matrix with rows $(1,1,1)$ and $(1,z_1^*,z_2^*)$. Equation~\eqref{eq:square} then reads $H(\mathbf k)=2t-tM^\dagger M$. The eigenvalues of $M^\dagger M$ are those of the smaller matrix $MM^\dagger$ and one additional zero. Here
\begin{equation}
MM^\dagger=\begin{pmatrix}3&f\\ f^*&3\end{pmatrix},\qquad f=1+z_1+z_2,
\end{equation}
with eigenvalues $3\pm|f|$. The three bands are therefore
\begin{equation}
E=2t,\qquad E_\pm=2t-t\,(3\pm|f|)=-t\,(1\pm|f|).
\label{eq:bands}
\end{equation}
The upper dispersive band, $E_-=t(|f|-1)$, reaches $2t$ when $|f|=3$. Three numbers of modulus one, one of which is $1$, add up to modulus $3$ only if all equal $1$. The contact is at $\mathbf k=0$ and nowhere else.

Near it, expand
\begin{equation}
|f|^2=3+2\left[\cos\theta_1+\cos\theta_2+\cos(\theta_1-\theta_2)\right].
\end{equation}
The three angles are, up to sign, the products of $\mathbf k$ with three vectors of length $a$ at $60^\circ$ to each other, so their squares sum to $\tfrac32a^2k^2$. To second order,
\begin{equation}
|f|^2\approx 9-\tfrac32a^2k^2,\qquad |f|\approx3-\tfrac14a^2k^2,\qquad E_-\approx2t-\tfrac14\,t\,a^2k^2 .
\label{eq:quad}
\end{equation}
The dispersive band meets the flat one quadratically and isotropically at this order.

\subsection{Why the contact survives a change of Hamiltonian}

The contact does not depend on the particular bands in Eq.~\eqref{eq:bands}. Take any translation-invariant Hamiltonian of finite range on these orbitals for which the hexagon states are eigenstates with energy $E_0$. Then $H(\mathbf k)u(\mathbf k)=E_0u(\mathbf k)$, with $H(\mathbf k)$ smooth because it is a finite sum of exponentials. Differentiate with respect to $\theta_j$ and set $\mathbf k=0$. The term containing the derivative of $H$ multiplies $u(0)=0$ and drops out:
\begin{equation}
H(0)\,\partial_ju(0)=E_0\,\partial_ju(0).
\end{equation}
From Eq.~\eqref{eq:u},
\begin{equation}
\partial_1u(0)=i(1,0,-1),\qquad \partial_2u(0)=-i(1,-1,0).
\end{equation}
These are two independent eigenvectors, so the level $E_0$ is at least doubly degenerate at $\mathbf k=0$. In other words, the flat-band vector $u/|u|$ has different limits when $\mathbf k=0$ is approached from different directions. A band separated by a gap would have a unique limit there, up to a phase.

For example, let the hopping be $t_\triangle$ on up triangles and $t_\triangledown$ on down triangles. Let $P_\triangle$ be the matrix that replaces each amplitude by the sum on its up triangle, and $P_\triangledown$ its counterpart for down triangles. Add a term of strength $g$ that couples sites up to two bonds apart; it also shifts every site energy and every nearest-neighbour matrix element by $-2g$. Then
\begin{equation}
H'=t_\triangle+t_\triangledown-t_\triangle P_\triangle-t_\triangledown P_\triangledown-g\left(P_\triangle P_\triangledown+P_\triangledown P_\triangle\right).
\end{equation}
Any state with vanishing triangle sums is annihilated by both $P$ matrices, so all $N+1$ states stay together at $t_\triangle+t_\triangledown$. Making the two triangles unequal does not detach the flat band.

\section{The numbers: a torus of 24 cells}

Take $L_1=6$ and $L_2=4$, hence $N=24$ cells and $72$ sites. Of the $2\times24=48$ triangle conditions, $47$ are independent, which leaves $72-47=25$ states at $2t$. Direct diagonalization also gives $25$.

The same number is reached by adding states one kind at a time. The $24$ hexagon states have rank $23$. A loop along $\mathbf a_1$ raises the rank to $24$, and a parallel loop leaves it there. A loop along $\mathbf a_2$ raises it to $25$, and a loop in the third direction adds nothing. The sublattice totals of the two loops are $(6,-6,0)$ and $(4,0,-4)$.

The next level below $2t$ lies at $1.6458\,t$. It comes from $\theta_1=2\pi/6$, $\theta_2=0$, where $|f|^2=3+2(\tfrac12+1+\tfrac12)=7$ and $E_-=(\sqrt7-1)\,t$. The distance of this level from $2t$ is a finite-size spacing and not a band gap: by Eq.~\eqref{eq:quad} it closes as the torus grows and smaller wavevectors become available. At $k=0.01/a$ the computed ratio $(2t-E_-)/k^2$ is $0.25000\,ta^2$, as the expansion requires.

For $t_\triangle=1.0\,t$ and $t_\triangledown=0.6\,t$ there are still $25$ states, now at $1.6\,t$, both with $g=0$ and with $g=0.1\,t$.

\section{When the argument changes or fails}

\subsection{A twisted boundary}

Suppose that an electron carried around the torus acquires phases $\chi_1$ and $\chi_2$ in the two directions. The allowed angles shift by $\chi_j/L_j$, and $\mathbf k=0$ is no longer among them unless both phases are multiples of $2\pi$. No Bloch sum of hexagons vanishes now, and all $N$ hexagon states are independent. The two $\mathbf k=0$ states supplied by the loops are gone. With $\chi_1=1.8850$ and $\chi_2=1.2566$ rad, the hexagon rank and the number of states at $2t$ are both $24$. The bands as functions of continuous $\mathbf k$ still touch; this torus merely does not sample the point of contact. The surplus state is thus a sign of the contact on tori that include $\mathbf k=0$, while the argument with $\partial_ju(0)$ needs no torus.

\subsection{A hopping phase}

Among finite-range, translation-invariant Hamiltonians on these orbitals, a gap can open only if the hexagon states are spoiled; this is necessary, and whether it suffices has to be checked in each case. Let the matrix elements $H_{AB},H_{BC},H_{CA}$ between neighbours be $-te^{i\varphi}$, and their conjugates in the reverse order. The phase collected around each triangle is $3\varphi$, so time-reversal symmetry is broken unless $3\varphi$ is a multiple of $\pi$. At those special values a rephasing of the sublattices returns the original model or the one with $t\to-t$, and no gap opens even when the hexagon states are spoiled. A site outside a hexagon now receives, from the two corners next to it, $\mp t(e^{i\varphi}-e^{-i\varphi})/\sqrt6$ for a normalized hexagon state, which no longer cancels. On the ring itself the state is reproduced with the factor $2t\cos\varphi$. Six outer sites, each with modulus $2t|\sin\varphi|/\sqrt6$, give a residual of norm $2t|\sin\varphi|$. For $\varphi=0.1$ rad this is $0.1997\,t$.

At $\mathbf k=0$ each pair of sublattices is joined by two bonds, and $H(0)$ is a cyclic matrix with eigenvalues
\begin{equation}
-4t\cos\left(\varphi+\tfrac{2\pi m}{3}\right),\qquad m=0,\pm1 .
\end{equation}
For $m=\pm1$ they equal $2t\cos\varphi\pm2\sqrt3\,t\sin\varphi$. The former double level splits by $4\sqrt3\,t|\sin\varphi|$, which is $0.6917\,t$ for $\varphi=0.1$ rad. On a grid of $48\times48$ wavevectors the smallest direct gap between the upper two bands is $0.6813\,t$. It is slightly below the splitting at $\mathbf k=0$, so the minimum on this grid lies at another wavevector. The upper band is no longer flat: its width on the grid is $0.3458\,t$. The range of energies free of states, from the top of the middle band to the bottom of the upper band, is smaller than the direct gap; on the grid it is also $0.3458\,t$. In this example the gap is obtained at the cost of flatness. The argument above does not make this trade necessary: it forbids a gap only while the hexagon states are eigenstates, and says nothing about a flat band built from other states.

The impossibility of a gap therefore holds under a definite condition. As long as the alternating hexagon states are eigenstates of a finite-range, translation-invariant Hamiltonian, their vanishing Bloch sum at $\mathbf k=0$ forces a second band to the same energy. Two further tori give the same counts: hexagon rank $8$ and $10$ states at $2t$ for $3\times3$ cells, rank $19$ and $21$ states for $5\times4$ cells.

\section*{Numbers as computed}
\begin{verbatim}
Energies in t, lengths in a
torus 3x3: cells 9, hexagon rank 8, states at 2t 10
torus 5x4: cells 20, hexagon rank 19, states at 2t 21
torus 6x4: cells 24, hexagon rank 23, states at 2t 25
Worked example: torus 6x4, sites 72, cells 24
triangle conditions: 48, independent: 47
rank, hexagons only: 23
rank, hexagons + loop along a1: 24
rank, the same + a parallel loop: 24
rank, hexagons + loops along a1 and a2: 25
rank, all of these + third direction: 25
states at 2t by diagonalization: 25
sublattice totals A,B,C, loop a1: [ 6 -6  0]
sublattice totals A,B,C, loop a2: [ 4  0 -4]
largest sublattice total of any hexagon: 0
smallest nonzero hexagon overlap eigenvalue: 2.0000
next level below 2t on this torus: 1.6458 t
band energies at Gamma: -4.0000 2.0000 2.0000 t
band energies at M: -2.0000 -0.0000 2.0000 t
band energies at K: -1.0000 -1.0000 2.0000 t
(2t - E)/k^2 of dispersive band, k=0.01/a: 0.25000 t a^2
overlap of flat-band vectors, two directions k->0: 0.5000
t_up=1.0 t, t_down=0.6 t, longer-range g=0.0 t: 25 states at 1.6 t
t_up=1.0 t, t_down=0.6 t, longer-range g=0.1 t: 25 states at 1.6 t
boundary twists: 1.8850, 1.2566 rad
twisted torus: hexagon rank 24, states at 2t 24
hopping phase: 0.1 rad
hexagon residual with phase: 0.1997 t
splitting at k=0 with phase: 0.6917 t
width of top band with phase, 48x48 grid: 0.3458 t
smallest direct gap with phase, 48x48 grid: 0.6813 t
\end{verbatim}
